Closed-shell core-valence exchange as a fixed matrix in PAW

**The decision**

A Hartree-Fock or hybrid-functional calculation with the projector augmented-wave (PAW) method needs the exchange between valence and core electrons. It must be decided whether this exchange is evaluated anew in every self-consistency cycle or computed once for each element and stored. For a frozen core of filled shells it can be stored as a small matrix X_ij, which is added to the atomic coefficients D_ij of the nonlocal Hamiltonian

  Σ_ij |p_i⟩ D_ij ⟨p_j| .

The derivation assumes that the core fits inside the augmentation sphere. This notebook derives X_ij and then measures, for magnesium, what happens when the core does not quite fit.

**Which exchange is meant**

Atomic units are used, and each orbital has a definite spin. The occupied orbitals of spin σ have occupations f_aσ. With

  (ab|cd) = ∫∫ a*(r) b(r) c*(r′) d(r′) / |r − r′| d³r d³r′,

the exchange energy is

  E_x = −½ Σ_σ Σ_ab f_aσ f_bσ (ab|ba).

Let a and b each run over core orbitals φ_c and valence orbitals ψ_n. The mixed terms are (a = n, b = c) and (a = c, b = n). They are equal, because exchanging the names r and r′ turns one into the other. The factor ½ therefore cancels, and with filled core orbitals (f_c = 1 for each spin)

  E_cv = −Σ_nσ f_nσ Σ_c (ψ_n φ_c | φ_c ψ_n).  (1)

Here c counts spatial core orbitals. A core orbital holds two electrons, but a valence electron has exchange with the one of its own spin, so no factor 2 appears. Both spins are assumed to share the same core functions.

**Simplest case: an s electron outside an s shell**

Take ψ = R_v(r) Y₀₀ and φ_c = R_c(r) Y₀₀, with real radial functions and Y₀₀ = 1/√(4π). Both pair densities ψφ_c are spherical. The angular average of 1/|r − r′| is 1/r_>, where r_> is the larger and r_< the smaller of r and r′. The four factors Y₀₀ give 1/(4π)², which the two angular integrations cancel. One valence electron contributes

  E_cv = −∫∫ R_v(r) R_c(r) (1/r_>) R_c(r′) R_v(r′) r² r′² dr dr′.

As a limit, let R_v become R_c. The integral is then the Coulomb repulsion of the orbital's density with itself, taken with a minus sign. This limit checks only the form, since a valence orbital must be orthogonal to the core. The same integral, with the factor ½, is the term a = b of E_x, which cancels the equal self-interaction of that electron in the Hartree energy.

**From an orbital to partial waves**

In PAW each valence orbital is represented by a smooth function ψ̃_n. Inside an atom's augmentation sphere the true orbital is recovered from partial waves φ_i and projectors p_i:

  ψ_n = Σ_i φ_i ⟨p_i|ψ̃_n⟩,  φ_i = R_i(r) Y_{l_i m_i}.

Two assumptions enter: the partial waves are complete enough for this expansion, and the core orbitals vanish outside the sphere. Both pair densities in (1) contain the same core orbital, so both then lie in the same sphere. The integral can be done there entirely with true functions. No smooth counterpart has to be subtracted, no compensation charge is needed, and no term couples two atoms. Inserting the expansion gives, for each atom,

  E_cv = Σ_ij ρ_ij X_ij,  (2)

  ρ_ij = Σ_nσ f_nσ ⟨ψ̃_nσ|p_i⟩⟨p_j|ψ̃_nσ⟩,

  X_ij = −Σ_c (φ_i φ_c | φ_c φ_j).  (3)

The complex-conjugated orbital in (1) supplies index i, and the other supplies j. X contains core orbitals and partial waves, both fixed when the atomic data are made. Since (2) is linear in ρ,

  ∂E_cv/∂ρ_ij = X_ij,

which is the contribution to D_ij. It is the same number for both spins and for every valence density. The energy E_cv does change with the density, through ρ.

The sign of X can be read from (3). For any coefficients v_i, put χ = Σ_i v_i φ_i. Then

  Σ_ij v_i* X_ij v_j = −Σ_c (χφ_c|φ_cχ).

Each term on the right is minus the Coulomb self-energy of a pair density g = φ_c*χ. In Fourier space that self-energy is an integral of 4π|g(q)|²/q² with a positive prefactor, so it cannot be negative. Core-valence exchange therefore lowers the energy.

**From an s shell to any filled shell**

A filled shell has quantum numbers n_c, l_c, one radial function R_c and all 2l_c + 1 values of m. Let γ be the angle between r and r′. Three expansions are needed.

First, the sum over m. The quantity Σ_m Y_lm(r̂) Y_lm*(r̂′) does not change when both directions are rotated together, so it depends on γ alone. Put r̂′ along z. There only m = 0 survives, with Y_l0(ẑ) = √((2l+1)/4π), and therefore

  Σ_m Y_lm(r̂) Y_lm*(r̂′) = (2l+1)/(4π) P_l(cos γ).  (4)

Second, the Coulomb kernel. With t = r_</r_>, we have |r − r′| = r_> √(1 − 2t cos γ + t²). The generating function of the Legendre polynomials gives

  1/|r − r′| = Σ_k (r_<^k / r_>^(k+1)) P_k(cos γ).  (5)

Third, the product of the two Legendre polynomials that (4) and (5) bring in. Since ∫P_L² dx = 2/(2L+1) on −1 ≤ x ≤ 1,

  P_{l_c} P_k = Σ_L (2L+1) w_L P_L,  w_L = ½ ∫ P_{l_c} P_k P_L dx.

The number w_L is a squared 3j symbol. To see this, combine three angular momenta l_c, k and L. Averaging the rotation operator over all rotations projects onto states that no rotation changes. There is at most one such state: l_c and k couple to a total L at most once, and two angular momenta L couple to zero once. Its normalized components in the basis |m₁m₂m₃⟩ are the 3j symbols. The diagonal element of the projector at m₁ = m₂ = m₃ = 0 is thus the square (l_c k L; 0 0 0)². The same element is the rotational average of the product of the three rotation-matrix elements with m = m′ = 0. These are P_{l_c}(cos β), P_k(cos β) and P_L(cos β), and the average over β is ½∫dx with x = cos β. Hence

  w_L = (l_c k L; 0 0 0)².  (6)

The integral also shows that the order of the three entries does not matter. It vanishes for odd l_c + k + L, because the integrand is then odd.

Now assemble the angular part of (3). The shell sum gives (2l_c+1)/(4π) P_{l_c}, the kernel gives P_k, and their product is expanded. Using (4) backwards for each P_L,

  (2L+1) P_L(cos γ) = 4π Σ_M Y_LM(r̂) Y_LM*(r̂′).

The 4π cancels the one from the shell sum, and the factor 2L+1 has been absorbed. What remains is

  (2l_c+1) Σ_L (l_c k L; 0 0 0)² Σ_M Y_LM(r̂) Y_LM*(r̂′).

Multiply by Y*_{l_i m_i}(r̂) and Y_{l_j m_j}(r̂′) and integrate over both directions. Orthonormality forces L = l_i, M = m_i from the first integral and L = l_j, M = m_j from the second. Writing l for the common value,

  X_ij = −δ_{l_i l_j} δ_{m_i m_j} Σ_c (2l_c+1) Σ_k (l k l_c; 0 0 0)² R^k_{ic,cj},  (7)

  R^k_{ic,cj} = ∫∫ R_i(r) R_c(r) (r_<^k / r_>^(k+1)) R_c(r′) R_j(r′) r² r′² dr dr′.

The sum over c now runs over shells, and k takes the values |l − l_c|, |l − l_c| + 2, …, l + l_c. The matrix is diagonal in l and m but not in the radial label: two partial waves with the same l and m are coupled. For given radial functions the value does not depend on m, so real harmonics, which mix different m at fixed l, give the same matrix.

In the limit l = l_c = 0, only k = 0 occurs, P₀³ = 1 gives weight 1, and the simplest case returns. For an s wave and a p shell, k = 1 and ½∫x² dx = 1/3, so the weight is 3 · 1/3 = 1. For a p wave and a p shell, x² = 1/3 + (2/3)P₂. Comparison with (2L+1)w_L gives w₀ = 1/3 and w₂ = 2/15. After multiplication by 3 the weights are 1 for k = 0 and 2/5 for k = 2.

**What fails when the shell is not filled**

Suppose that p_z alone is filled in a p shell, and take a p wave outside it. If the wave is also p_z, the angular pair density is

  (3/4π) cos²θ = (1/4π)(1 + 2P₂).

A normalized harmonic of order k contributes its squared coefficient times 4π/(2k+1). The constant term is (1/√4π) Y₀₀, so its weight is (1/4π) · 4π = 1. Since P₂ = √(4π/5) Y₂₀, the other term has squared coefficient (1/2π)² · 4π/5 = 1/(5π), and its weight is 1/(5π) · 4π/5 = 4/25.

If the wave is p_x, the pair density is (3/4π) x̂ẑ, where x̂ and ẑ are the components of r̂. The normalized harmonic is √(15/4π) x̂ẑ. The squared coefficient is (3/4π)²/(15/4π) = 3/(20π), and the weight is 3/25, for k = 2 alone. Therefore

  p_z wave: X = −(R⁰ + (4/25) R²),
  p_x wave: X = −(3/25) R².

The matrix now depends on m. Filling p_x and p_y as well adds two terms with weight 3/25 to the p_z wave. The total is 1 for k = 0 and (4 + 3 + 3)/25 = 2/5 for k = 2, as in (7).

Coupling between different l appears too. An s wave times p_c, with c = x, y or z, is a pure k = 1 density along c. A d wave with angular form 3ẑ² − 1, times p_c, overlaps with that density in proportion to the angular average of (3ẑ² − 1)ĉ². With ⟨ẑ⁴⟩ = 1/5, ⟨ẑ²x̂²⟩ = 1/15 and ⟨ĉ²⟩ = 1/3, the averages are

  c = z: 3/5 − 1/3 = 4/15,
  c = x or y: 3/15 − 1/3 = −2/15.

They cancel in the filled shell and not in the partly filled one.

**Numbers for the magnesium atom**

The atom is treated by nonrelativistic restricted Hartree-Fock, with core 1s²2s²2p⁶ and valence 3s². Correlation and relativity are left out. The basis holds Gaussians with exponents in geometric series: 18 for s and 12 for p, starting at 0.03 bohr⁻² with ratio 2.3, and 5 for d, starting at 0.05 bohr⁻² with ratio 2.5. The total energy is −199.613 hartree. A denser basis lowers it by about 0.001 hartree but leaves the 3s exchange terms below unchanged in all digits shown.

Write g = R_c R_j. The integral R^k needs the potential

  V_k(r) = r^(−k−1) ∫₀^r s^(k+2) g(s) ds + r^k ∫_r^∞ s^(1−k) g(s) ds,

which is then integrated with R_i R_c r². Both steps were done with splines on a logarithmic radial grid. For the 3s orbital as partial wave s1, all weights are 1:

  1s, k = 0: −0.00507 hartree
  2s, k = 0: −0.01235 hartree
  2p, k = 1: −0.01628 hartree
  sum: X(s1,s1) = −0.03369 hartree

The two 3s electrons give E_cv = 2 · (−0.03369) = −0.0674 hartree, or −1.83 eV. The 2p shell supplies nearly half of it.

For p, the first partial wave p1 is the lowest unoccupied p function of the atom in this basis. With the 2p shell, R⁰ = 0.002935 and R² = 0.002667 hartree, so this shell gives

  −(0.002935 + 0.4 · 0.002667) = −0.00400 hartree.

The 1s and 2s shells, each with k = 1 and weight 1/3, add −0.00050 and −0.00080 hartree, and X(p1,p1) = −0.00531 hartree. Had p_z alone been filled in the 2p shell, with no other core, the same integrals would give −0.00336 hartree for a p_z wave and −0.00032 hartree for a p_x wave.

The size of such an element has no meaning by itself. If φ_i is multiplied by a real number a, its projector is divided by a, X_ii grows by a² and ρ_ii falls by a². Only the sum (2) is physical.

The second s wave s2 is the lowest unoccupied s function. The s block has X(s1,s1) = −0.0337, X(s1,s2) = −0.0165 and X(s2,s2) = −0.0081 hartree. The ratio X(s1,s2)²/(X(s1,s1) X(s2,s2)) does not change when the waves are rescaled and cannot exceed 1 for a negative definite block. Here it is 0.999, so the coupling between radial functions is not small. The elements with s2 belong to this basis: a denser one gives magnitudes 0.0103 and 0.0031 hartree for X(s1,s2) and X(s2,s2), while the ratio stays close to 1.

**Contrast with a local functional**

For local-density exchange, the core-valence part can be defined as E_x[n_c + n_v] − E_x[n_c] − E_x[n_v]. With the same Mg orbitals and equal spin densities, it is −0.0499 hartree for one 3s electron and −0.0909 hartree for two. The ratio is 1.82, where a linear law such as (2) would give 2. The derivative with respect to the occupation thus depends on the valence density, and no fixed matrix can represent it. In a global hybrid, with a fraction α of Fock exchange through the full kernel 1/|r − r′|, the fixed contribution is αX_ij. A range-separated hybrid still has a fixed matrix, but it must be built with its own kernel. For X(s1,s1), the short-range kernel erfc(ω|r − r′|)/|r − r′| gives 99.9 % of the full value at ω = 0.11 bohr⁻¹, while the long-range kernel erf(ω|r − r′|)/|r − r′| gives only about 3 % at ω = 0.4 bohr⁻¹. The local part still has to be evaluated from the current density.

**The same atomic data in a molecule**

Linear MgH₂ shows what the two PAW assumptions cost. Two Mg–H distances are chosen, 1.7 and 2.2 Å. Hydrogen carries five s Gaussians (from 0.08 bohr⁻², ratio 3) and one p Gaussian (0.8 bohr⁻²). The Mg core is frozen in its atomic form, and the two valence orbitals from a molecular Hartree-Fock calculation are made orthogonal to it and normalized again. Equation (1), evaluated with analytic Gaussian integrals, gives

  1.7 Å: E_cv = −0.07826 hartree
  2.2 Å: E_cv = −0.04780 hartree

The five decimals serve comparisons within this basis. A denser basis moves the 1.7 Å value by about 0.0002 hartree, to −0.0781, and leaves the loss at the 2 bohr sphere found below unchanged at that distance.

The angular result does not need partial waves. Each orbital can be expanded about the Mg nucleus in its own radial functions, which then take the place of R_i in (7). Carried to 7 bohr and l = 12, this gives the same two energies to all digits shown. The hydrogen atoms do not spoil the one-centre form, because the core orbital confines the pair density.

Now cut the integrals at a sphere radius of 2 bohr. The energies become −0.07555 and −0.04603 hartree, a loss of 3.5 % and 3.7 % of the direct values. Yet only 0.034 of the ten core electrons lie outside this sphere, or 0.3 %. The core charge outside is therefore a poor measure of the exchange lost. Dropping l > 2 inside the sphere changes either energy by less than 0.1 %.

Last, replace the orbitals' radial functions by a few atomic partial waves. For simplicity the smooth waves are taken equal to the true ones. The projectors are then p_i = Σ_j (S⁻¹)_ij φ_j inside the sphere, where S_ij is the overlap of φ_i and φ_j within it, so that ⟨p_i|φ_j⟩ = δ_ij. The deviations of (2) from the part inside the sphere with l ≤ 2 are

  waves per l: 1, 2, 4
  1.7 Å: +3.0 %, +2.4 %, −0.01 %
  2.2 Å: +0.7 %, +1.1 %, −0.02 %

where plus means too large in magnitude. The one- and two-wave entries are good to about 0.1 percentage point, and they depend on the chosen waves, most of which are unoccupied functions of this particular basis. With these waves, at 2.2 Å the second wave makes the result slightly worse. Nothing forbids this: these projectors give the least-squares fit to the orbital in the sphere, and that fit does not minimize the error of the exchange energy.

The errors can also hide each other. At 1.7 Å, two waves and the cut sphere give −0.07732 hartree, just 1.2 % from the direct value, because the missing tail and the poor expansion have opposite signs. At 2.2 Å the cancellation is weaker: the same recipe gives −0.04655 hartree, 2.6 % short of the direct value. If X is instead integrated over all space, the two-wave results are too large in magnitude by 2.3 % of the direct value at 1.7 Å and 1.1 % at 2.2 Å. These are about the two-wave errors found inside the sphere, so in this example the tail loss does not appear. With four waves per l, the all-space X comes within 0.1 % of the direct value at both distances. Here the tail loss comes from cutting the integral at the sphere, not from storing the matrix.

For the decision at the start, the stored matrix is justified by the frozen core, filled shells give it the diagonal form (7), and its accuracy is set by the partial waves and by the range over which X is integrated. With Mg 2p in the core and a 2 bohr sphere, the cut tail at 1.7 Å is worth 0.0027 hartree, or 0.07 eV. It is 0.0018 hartree at 2.2 Å, so about 0.0009 hartree of it remains in the energy difference between the two geometries. This loss comes from the 2p shell; the 2s shell shifts by only about 0.0001 hartree, in the opposite direction. A 2.5 bohr sphere halves the loss, to 1.7 % at 1.7 Å and 1.8 % at 2.2 Å. The loss does not fall steadily with the radius: at 1.7 bohr it is 3.0 % and 3.5 %, less than at 2 bohr, because a larger 2s shift then cancels part of the 2p loss. In this example the simpler remedy is to integrate X over the whole core instead of cutting it at the sphere. If the core itself responds to its surroundings, R_c changes, and X_ij is no longer a constant. In MgH₂, taking as core the five occupied combinations closest to the atomic core changes E_cv by 0.0001 hartree or less. E_cv does depend on how the occupied space is split: the canonical molecular core and valence orbitals give −0.0819 hartree at 1.7 Å.
